Thermal Shift of a Silicon Ring Resonance near 1550 nm

A resonance of a silicon ring near 15500 Å moves to longer wavelength on heating at a rate of roughly

dλ/dT ≈ λ τ / n_g = 0.69 Å/K, or 0.07 nm/K.

Here τ = 1.86 × 10⁻⁴ per kelvin is the thermo-optic coefficient of silicon, the rise of its refractive index per kelvin, and n_g = 4.2 is the group index of the guided mode. The estimate assumes that the effective index of the mode rises as fast as the index of silicon, and it leaves out the cladding and thermal expansion. For the model wire treated below, these simplifications make it 13% lower than the full first-order shift of 0.079 nm/K.

**The estimate on one line of reasoning**

A ring of circumference L resonates when a whole number m of guided wavelengths fits around it:

m λ = n L.

Here λ is the vacuum wavelength and n the effective index of the mode. Heating cannot change m gradually, because m is an integer. Keep L fixed for the moment, and let heating raise n by δn_T at fixed wavelength. If n did not depend on wavelength, the resonance would move by λ δn_T/n. But n does depend on wavelength, so the shift δλ itself changes the index further:

m δλ = L [δn_T + (∂n/∂λ) δλ].

Replace L/m by λ/n, multiply by n, and collect the terms in δλ:

(n − λ ∂n/∂λ) δλ = λ δn_T.

The bracket is the group index n_g. In a wire where n falls with wavelength, n_g exceeds n: the move to longer wavelength lowers the index and cancels part of the thermal rise. That is why the group index stands in the denominator.

Now set δn_T = τ δT. The numbers give

dλ/dT ≈ 15500 Å × 1.86 × 10⁻⁴ K⁻¹ / 4.2
      = 2.883 Å/K / 4.2
      = 0.686 Å/K.

The photon energy is 0.7999 eV at this wavelength. Since energy is inversely proportional to wavelength, it changes by the same fraction with the opposite sign:

dE/dT ≈ −0.7999 eV × 0.686/15500 per kelvin
      = −3.54 × 10⁻⁵ eV/K.

The weak point is the replacement δn_T = τ δT. Part of the mode lies outside the silicon, which suggests a smaller rise, yet the correct factor can exceed one. Maxwell's equations settle the matter.

**The resonance law with expansion included**

In atomic units ħ = 1, so the photon energy E equals the angular frequency, and the vacuum wavenumber is k = E/c. The guide is taken as lossless, with the same cross-section and temperature all round the ring. The bend is gentle enough for the straight-guide index to be used. The resonance condition is then

E n(E,T) L(T) = 2π m c.   (1)

The right side is constant. Differentiating the left side along the resonance gives

(dE/dT) n L + E [∂n/∂T + (∂n/∂E)(dE/dT)] L + E n dL/dT = 0.

Divide by L and collect the terms in dE/dT:

(n + E ∂n/∂E) dE/dT = −E [∂n/∂T + n (1/L) dL/dT].

The factor on the left is the group index, n_g = n + E ∂n/∂E. It agrees with the earlier form because E ∂/∂E = −λ ∂/∂λ. From λ = 2πc/E follows dλ/λ = −dE/E, and therefore

dλ/dT = (λ/n_g) [∂n/∂T + n (1/L) dL/dT].   (2)

The derivative ∂n/∂T is taken at fixed photon energy. It contains the index changes of the core and cladding, and also the change of the cross-section when the wire expands.

**How strongly the mode feels each material**

Let F be the electric field and B the magnetic field, scaled to have the same unit as F. For a time factor exp(−iEt), Maxwell's equations in a non-magnetic guide with permittivity ε are

curl F = i k B,
curl B = −i k ε F.

A guided mode varies along the guide as exp(iβz), with β = n k. Compare an original mode, labelled 0, with a mode of a slightly changed guide at a slightly changed wavenumber, labelled 1. The identity div(P × Q) = Q·curl P − P·curl Q gives

div(F₀* × B₁ + F₁ × B₀*)
  = B₁·curl F₀* − F₀*·curl B₁ + B₀*·curl F₁ − F₁·curl B₀*.

For real k and ε, the conjugate equations are curl F₀* = −i k₀ B₀* and curl B₀* = i k₀ ε₀ F₀*. Inserting all four curls gives

div(F₀* × B₁ + F₁ × B₀*)
  = i (k₁ − k₀) B₀*·B₁ + i (k₁ε₁ − k₀ε₀) F₀*·F₁.

Integrate over the cross-section. The transverse part of the divergence contributes nothing, because the fields of a guided mode vanish far from the core. The z derivative supplies a factor i(β₁ − β₀). To first order, the fields labelled 1 may then be replaced by those labelled 0, and

2 S δβ = δk ∫|B|² + ∫ δ(kε) |F|²,   S = Re ∫ (F* × B)_z.   (3)

S is proportional to the power carried forward and is positive for the modes considered.

First keep k fixed and change the refractive index n_j of one material j. Then δβ = k δn, and since ε = n_j² there, δ(kε) = 2 k n_j δn_j. Equation (3) becomes

2 S k δn = 2 k n_j δn_j ∫_j |F|²,

where the integral runs over material j. The sensitivity of the effective index to that material is therefore

Γ_j = ∂n/∂n_j = n_j ∫_j |F|² / S.   (4)

With thermo-optic coefficients τ_core and τ_clad, where τ_core is the τ of the opening estimate, the index part of ∂n/∂T is Γ_core τ_core + Γ_clad τ_clad. The short estimate sets Γ_core = 1.

**Why the core sensitivity can exceed one**

The same equation (3) also gives the group index. Change k and leave the structure alone. Because β = n k, dβ/dk = n + k dn/dk = n_g. In material j,

d(kε)/dk = n_j² + 2 n_j k dn_j/dk.

The magnetic integral can be removed as follows. For a single mode,

div(F × B*) = B*·curl F − F·curl B* = i k (|B|² − ε|F|²).

The product F × B* does not vary along z, since the phase factors cancel, and its transverse flux vanishes far away. Integration over the cross-section thus gives ∫|B|² = ∫ε|F|². Put this into (3):

2 S n_g = Σ_j (2 n_j² + 2 n_j k dn_j/dk) ∫_j |F|².

Define the group index of the material itself as n_gj = n_j + k dn_j/dk. Dividing by 2S and using (4) leaves

n_g = Σ_j Γ_j n_gj.   (5)

For a core and one cladding, let w be the core's share of this sum:

w = Γ_core n_g,core / n_g.   (6)

Both terms of the sum are positive for ordinary transparent materials with positive material group indices, so w lies between zero and one. Solving (6) for the sensitivity gives Γ_core = w n_g/n_g,core. It exceeds one whenever w n_g is greater than n_g,core. A tightly confined mode whose group index is above that of bulk silicon can satisfy this, even though some of its field lies in the cladding.

Equation (6) also puts the core's part of the shift in a revealing form:

(dλ/dT)_core = λ Γ_core τ_core / n_g = λ τ_core w / n_g,core.   (7)

The group index of the guide has cancelled. If two guides have the same w and the same materials, their core shifts are equal even if their group indices differ. The formula λτ/n_g should therefore not be read as a promise that a slower mode has a smaller thermal shift. For a given core material, the core shift of a slower mode is smaller only if Γ_core/n_g is smaller, which by (6) means a smaller w.

Two limits follow from (7). When nearly all of the weighted sum belongs to the core, w tends to one and the core shift tends to λτ_core/n_g,core. This is also the result for a plane wave in uniform silicon, for which Γ_core = 1 and n_g = n_g,core. For any smaller w it is an upper limit on the core part. In the opposite limit, a mode spread mostly through the cladding has w near zero, and the core part disappears. By the same argument, the cladding part is λτ_clad(1 − w)/n_g,clad, which then takes over.

**Thermal expansion**

Suppose that every length, around the ring and across the wire, grows by the same fraction α per kelvin. This is a simple model of expansion. A film held by a substrate deforms differently along different directions, and the resulting stress changes the indices as well.

Let s be a common scale factor for all lengths. At fixed material indices, Maxwell's equations contain the lengths and the wavenumber in the combination ks, so the effective index can be written as a function of ks and of the material indices. In the model used here, the core index depends on photon energy and the cladding index does not. Define

D = E dn_core/dE = n_g,core − n_core.

When k changes, both ks and the core index change. When s changes at fixed k, the material indices stay put. Hence

k ∂n/∂k = ∂n/∂ln s + Γ_core D.

The left side is n_g − n, so

n + ∂n/∂ln s = n_g − Γ_core D.   (8)

The first term on the left comes from the longer circumference and the second from the larger cross-section. Both are multiplied by α in equation (2). The full first-order law of this model is therefore

dλ/dT = (λ/n_g) [Γ_core τ_core + Γ_clad τ_clad + α (n_g − Γ_core D)].   (9)

Setting Γ_core = 1, τ_clad = 0 and α = 0 returns the short estimate. If the materials had no dispersion, D would vanish and the expansion part would be λα: a uniformly enlarged resonator has its wavelengths enlarged in the same proportion.

**A computed wire**

Take a silicon wire 5000 Å wide and 2200 Å high, surrounded by a uniform cladding. The model parameters are n_core = 3.48, n_g,core = 3.60 and hence D = 0.12, with a cladding index of 1.44. The cladding has τ_clad = 1.0 × 10⁻⁵ per kelvin, and all lengths expand by α = 3.0 × 10⁻⁶ per kelvin. These are round inputs, not measured values.

A full-vector finite-difference calculation of the fundamental mode, whose electric field lies mainly along the width, gives

n = 2.4475,   n_g = 4.182,
Γ_core = 1.066,   Γ_clad = 0.240.

The group index is close to the assumed 4.2, so the wire is a fair case for judging the estimate. Equation (5) can be checked by hand:

1.066 × 3.60 + 0.240 × 1.44 = 3.838 + 0.346 = 4.18.

The core's share is w = 1.066 × 3.60/4.182 = 0.918. By contrast, setting Γ_core = 1 with n_g = 4.2 implies a share of 3.60/4.2 = 0.857. The estimate thus assigns too little of the weighted sum to the silicon in this wire.

The three parts of the shift are

core:      15500 × 1.066 × 1.86 × 10⁻⁴ / 4.182 = 0.735 Å/K,
cladding:  15500 × 0.240 × 1.0 × 10⁻⁵ / 4.182 = 0.009 Å/K,
expansion: 15500 × 3.0 × 10⁻⁶ × 4.054 / 4.182 = 0.045 Å/K.

In the last line, 4.054 is n_g − Γ_core D = 4.182 − 1.066 × 0.12. The sum is 0.789 Å/K, or 0.079 nm/K. In photon energy it is −4.07 × 10⁻⁵ eV/K.

The resonances themselves provide a test of the law. A ring of order m = 50 has its unheated resonance at 15500 Å when its radius is about 50400 Å. Solving mλ = nL afresh with all the changes included puts the resonance at 15492.113 Å after cooling by 10 K and at 15507.888 Å after heating by 10 K. The mean slope is

(15507.888 − 15492.113) Å / 20 K = 0.789 Å/K,

in agreement with (9). The two displacements from 15500 Å agree in size to within about 0.002 Å, so the model is very nearly linear over this range. It holds the thermo-optic coefficients constant; in real silicon τ itself rises with temperature, by a few times 10⁻⁷ K⁻², which makes the two displacements differ by something like 0.1 Å, far more than in the model. A second pair of resonances, with the core index alone allowed to change, reproduces the core part of 0.735 Å/K. Finite differences of the effective index also confirm the two sensitivities, the group index and the expansion relation (8).

Refining the grid changes n_g from 4.182 to 4.187 and the core part from 0.7347 to 0.7352 Å/K. This difference is much smaller than the gap between the estimate and the full shift. It measures the effect of that grid refinement, not the error of the physical model. The last digits of the mode values above are not converged: in the fine-mesh limit they become n = 2.449, n_g = 4.189, Γ_core = 1.0685 and Γ_clad = 0.238. The core part of 0.735 Å/K, the total of 0.789 Å/K and w = 0.918 keep the digits shown. Including the bend at this radius raises n by about 0.001, which moves the resonance by about 5 Å, and lowers the slope by only about 0.001 Å/K.

**What the comparison says**

The estimate is 0.686 Å/K and the total is 0.789 Å/K, a difference of 0.102 Å/K when taken before rounding. Of this, 0.048 comes from the core part, mainly because Γ_core is 1.066 instead of one. Expansion supplies 0.045 and the cladding 0.009. All three corrections have the same sign here, so they add. To one significant figure the core part is still 0.07 nm/K, but the total is 0.08 nm/K. The estimate is therefore sound as a rough size for this wire, but in this model its first significant figure is off by one. That rounding rests on the assumed expansion term: the core and cladding parts alone give 0.744 Å/K, which still rounds to 0.07 nm/K.

The upper limit on the core part is 15500 × 1.86 × 10⁻⁴/3.60 = 0.80 Å/K. The wire reaches 92% of it, which is the value of w. Stronger confinement could raise the core part by at most another 9% of its present value with these material parameters.

Dividing by the effective index instead of the group index would give a core part of 1.26 Å/K, which is 71% above the value found from the resonances. The excess factor is n_g/n = 4.182/2.4475 = 1.71. It is the effect of ignoring the change of n along the moving resonance.

A cladding whose index falls on heating can oppose the silicon. In this wire, cancellation of the total requires

Γ_clad τ_clad = −[Γ_core τ_core + α (n_g − Γ_core D)]
             = −[1.98 × 10⁻⁴ + 0.12 × 10⁻⁴] K⁻¹
             = −2.10 × 10⁻⁴ K⁻¹.

Division by Γ_clad = 0.240 gives τ_clad ≈ −8.8 × 10⁻⁴ per kelvin. Near this value the short estimate fails completely, because it keeps the core term and drops the cladding term that nearly cancels it. The large size required reflects how weakly this mode feels its cladding. With the converged Γ_clad = 0.238 the value is −8.9 × 10⁻⁴ per kelvin. It assumes that the cladding surrounds the whole wire; if oxide remains below the wire, the upper cladding needs about −1.3 × 10⁻³ per kelvin. Usual claddings with a negative coefficient reach only a few times −10⁻⁴ per kelvin, so cancellation calls for a less confined mode. A fully surrounded wire 3500 Å wide, for example, needs about −3.4 × 10⁻⁴ per kelvin.

**Uneven heating and the resonance width**

If the temperature varies slowly around the ring, without causing appreciable reflection, the product nL in (1) becomes the integral of n around the circumference. Let ΔT(l) be the temperature rise at position l. For small index changes and a uniform cross-section, the index part of the shift is

δλ = (λ/n_g) (∂n/∂T) (1/L) ∮ ΔT(l) dl.

The relevant temperature is therefore the average around the ring. A heater that warms one half by 10 K, and leaves the other half unchanged, produces the index shift of a uniform rise of 5 K.

Whether a shift matters in use depends on the width of the resonance. In temporal coupled-mode theory, a single mode of amplitude a(t), driven at photon energy E by an incoming wave of amplitude q, obeys

da/dt = −i E_r(T) a − (γ/2) a + κ q exp(−iEt).

Here E_r is the resonance energy, γ the decay rate of the stored energy and κ the coupling. Insert a = A exp(−iEt) at constant temperature:

−i E A = −i E_r A − (γ/2) A + κ q,

A = κ q / [γ/2 − i(E − E_r)],

|A|² = |κ q|² / [(E − E_r)² + γ²/4].

The stored energy falls to half its peak at |E − E_r| = γ/2, so the full width is γ. With quality factor Q = E_r/γ, the temperature change that moves the resonance by one full width is

ΔT_width = γ / |dE_r/dT| = (1/Q) λ / (dλ/dT).

For the computed wire, λ/(dλ/dT) = 15500/0.789 K, or about 2.0 × 10⁴ K, so ΔT_width is about 2.0 × 10⁴ K divided by Q. A higher quality factor does not increase the thermal shift itself. It narrows the resonance against which the shift is judged.

This reading assumes that γ and κ change little with temperature and that the temperature varies slowly compared with the decay time 1/γ. It also assumes that the light does not heat the ring appreciably. With strong absorption, the temperature depends on |A|², and E_r must be found together with the stored energy. Equation (9) still gives the local slope for a uniform temperature rise, but the response at fixed laser power is no longer the simple Lorentzian above.

Values computed for the example and the checks

```
POSED ESTIMATE
wavelength                         15500 angstrom
photon energy                      0.79990 eV
core thermo-optic coefficient      1.86e-04 1/K
group index, posed                 4.2
estimated shift                    0.6864 angstrom/K
estimated shift, converted         0.0686 nm/K
estimated energy shift             -3.542e-05 eV/K
MODEL WIRE, INPUTS
width, height                      5000, 2200 angstrom
core index, core group index       3.48, 3.60
core dispersion D                  0.12
cladding index                     1.44
cladding thermo-optic coefficient  1.0e-05 1/K
linear expansion                   3.0e-06 1/K
MODEL WIRE, MODE
effective index                    2.4475
group index: fields, differences   4.1821, 4.1821
core sensitivity: same two ways    1.0658, 1.0658
cladding sensitivity: same         0.2397, 0.2397
expansion factor: same             4.0542, 4.0542
core share w                       0.9175
share implied by the estimate      0.8571
finer grid: group index            4.1865
finer grid: core sensitivity       1.0676
finer grid: core part of shift     0.7352 angstrom/K
MODEL RING
order                              50
circumference                      316645 angstrom
radius                             50396 angstrom
temperature step, each way         10 K
resonance cooled, all effects      15492.113 angstrom
resonance heated, all effects      15507.888 angstrom
core part, formula                 0.7347 angstrom/K
core part, direct resonances       0.7347 angstrom/K
cladding part                      0.0089 angstrom/K
expansion part                     0.0451 angstrom/K
total, formula                     0.7887 angstrom/K
total, direct resonances           0.7887 angstrom/K
total, converted                   0.0789 nm/K
total energy shift, direct         -4.070e-05 eV/K
estimate / direct total            0.870
cap on core part                   0.8008 angstrom/K
core part if divided by n_eff      1.2555 angstrom/K
```
